# DCPT2: Two-State Regularization of MP2, Its Size Consistency and Orbital Dependence

**Q.** Second-order Møller–Plesset theory fails when an orbital gap closes. Before you repair anything, show me where the failure sits.

**A.** Take a closed-shell Hartree–Fock determinant $\Phi_0$ built from canonical spin orbitals, those that diagonalize the Fock operator. Let $i,j$ be occupied, $a,b$ virtual, and $\varepsilon$ the orbital energies. Split the Hamiltonian as $H=H_0+W$, where $H_0$ is the sum of one-electron Fock operators. Every determinant is an eigenfunction of $H_0$. Moving two electrons from $i,j$ to $a,b$ gives $\Phi_{ij}^{ab}$ and raises the eigenvalue by

$$D=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j .$$

The coupling to this determinant is

$$V=\langle\Phi_0|H|\Phi_{ij}^{ab}\rangle=\langle ij||ab\rangle=\langle ij|ab\rangle-\langle ij|ba\rangle ,$$

$$\langle ij|ab\rangle=\int\!\!\int \phi_i^*(1)\phi_j^*(2)\,\frac{1}{r_{12}}\,\phi_a(1)\phi_b(2)\,d1\,d2 ,$$

in atomic units. Single excitations do not couple to $\Phi_0$, because their matrix element is the Fock element between $i$ and $a$, which is zero. Triple and higher excitations do not couple either, because $H$ contains at most two-electron operators. The second-order energy is therefore

$$E_{\rm MP2}=-\sum_{i<j}\sum_{a<b}\frac{|V|^2}{D}.$$

If $D\to0$ while $V$ stays finite, the term diverges. The divergence belongs to the expansion, since a finite coupling between two degenerate states shifts them by a finite amount.

**Q.** Then treat the two states without expanding. What matrix do you diagonalize?

**A.** For each double excitation I take $\Phi_0$ and $\Phi_{ij}^{ab}$ alone and measure energy from the Hartree–Fock energy:

$$\begin{pmatrix}0&V\\V^*&D\end{pmatrix}.$$

The eigenvalues $e$ satisfy $(0-e)(D-e)-|V|^2=0$, that is

$$e^2-De-|V|^2=0,\qquad e=\tfrac12\left(D\pm\sqrt{D^2+4|V|^2}\right).$$

For $D>0$ the lower root goes to zero when the coupling is switched off, so it is the energy shift of $\Phi_0$. Call it $f$:

$$f(V,D)=\tfrac12\left(D-S\right),\qquad S=\sqrt{D^2+4|V|^2}.$$

Degeneracy-corrected perturbation theory, DCPT2, puts this root in place of each MP2 term:

$$E_{\rm DCPT2}=\sum_{i<j}\sum_{a<b}f(V,D).$$

**Q.** The lower diagonal element should be $\langle\Phi_{ij}^{ab}|H|\Phi_{ij}^{ab}\rangle-E_{\rm HF}$. That is not $D$.

**A.** Correct. The full element is

$$D+\langle\Phi_{ij}^{ab}|W|\Phi_{ij}^{ab}\rangle-\langle\Phi_0|W|\Phi_0\rangle ,$$

and DCPT2 drops the difference of the last two terms. This is an approximation, made so that the gap is the one in the MP2 denominator. It can be a crude one. I computed HCl with restricted Hartree–Fock in the 6-31G basis at a bond length of 2.0 Å. Among the excitations of two electrons with opposite spin, the one with the largest $|V|/D$ has $D=0.898$ Eh, while its true determinant gap is $0.431$ Eh. With $|V|=0.1386$ Eh the two choices give

$$\tfrac12\left(0.898-\sqrt{0.898^2+4(0.1386)^2}\right)=-0.021\ \text{Eh},$$

$$\tfrac12\left(0.431-\sqrt{0.431^2+4(0.1386)^2}\right)=-0.041\ \text{Eh}.$$

So the square root is the exact solution of a model two-state problem, and the model's gap is approximate.

**Q.** Does the new expression at least return to MP2 when the coupling is weak?

**A.** Let $y=4|V|^2/D^2$ and use $\sqrt{1+y}=1+\tfrac12y-\tfrac18y^2+\tfrac1{16}y^3-\dots$, which converges for $y<1$, that is, for $2|V|<D$:

$$S=D+\frac{2|V|^2}{D}-\frac{2|V|^4}{D^3}+\frac{4|V|^6}{D^5}-\dots$$

$$f=-\frac{|V|^2}{D}+\frac{|V|^4}{D^3}-\frac{2|V|^6}{D^5}+\dots$$

The first term is MP2. The second is of fourth order in $V$, but it is not the whole fourth-order energy. That energy also contains, among other terms, couplings between different excited determinants. Even within the same two determinants something is missing: if $w$ is the dropped difference of diagonal elements of $W$, replacing $D$ by $D+w$ in the first term adds $|V|^2w/D^2$ at third order and $-|V|^2w^2/D^3$ at fourth order. For the HCl term above, $w=0.4312-0.8975=-0.466$ Eh is larger in size than $|V|$, so this omitted fourth-order part outweighs the one kept and has the opposite sign.

For the opposite limit, multiply and divide $f$ by $D+S$. Since $D^2-S^2=-4|V|^2$,

$$f=-\frac{2|V|^2}{D+S}.$$

At $D=0$ this equals $-|V|$, a finite shift. The same form gives two bounds for $D>0$. Because $S\ge D$, we have $f\ge-|V|^2/D$. Because $S\ge2|V|$, we have $f\ge-|V|$. Summing the first bound over all terms,

$$E_{\rm MP2}\le E_{\rm DCPT2}\le0 .$$

**Q.** You keep writing $D>0$. What if a gap is negative?

**A.** Then the lower root is the wrong one. As $V\to0$ with $D<0$, $S\to|D|=-D$ and $f\to D$. An excitation that does not couple at all would contribute a finite energy. I therefore assume that all gaps are positive, and use $D=0$ as a limit from above.

**Q.** Show me numbers where the gap shrinks.

**A.** Stretch HCl. Between 1.3 and 4.0 Å the gap of the leading term falls, in the 6-31G basis, from 1.53 to 0.30 Eh; it shrinks but does not close in this range, so the numbers show the two methods parting, not yet the divergence of MP2. I need the sum over spin first. Write, for real spatial orbitals,

$$(ia|jb)=\int\!\!\int\phi_i(1)\phi_a(1)\,\frac1{r_{12}}\,\phi_j(2)\phi_b(2)\,d1\,d2 .$$

For two electrons of opposite spin the exchange part of $V$ vanishes by spin orthogonality. The spatial labels $i,j,a,b$ then run independently, and $V=(ia|jb)$. For equal spins $V=A_{ijab}=(ia|jb)-(ib|ja)$. This changes at most its sign when $i,j$ or $a,b$ are exchanged, and it vanishes for $i=j$ or $a=b$. An unrestricted sum therefore counts each excitation four times, and there are two spin directions, which gives the factor $2/4$:

$$E_{\rm DCPT2}=\sum_{ijab}f\big((ia|jb),D\big)+\tfrac12\sum_{ijab}f\big(A_{ijab},D\big).$$

With the five core orbitals frozen, HCl in 6-31G has 8 occupied valence spin orbitals and 12 virtual ones, so there are $28\times66=1848$ two-by-two matrices. The correlation energies, in Eh, are:

| $R$ (Å) | MP2 | DCPT2 | full CI |
|---|---|---|---|
| 1.3 | −0.0485 | −0.0485 | −0.0588 |
| 2.0 | −0.0664 | −0.0659 | −0.0895 |
| 3.0 | −0.1083 | −0.1023 | −0.1646 |
| 4.0 | −0.1726 | −0.1447 | −0.2190 |

The full CI column comes from diagonalizing the Hamiltonian for 8 electrons in the same 10 valence and virtual orbitals. It leaves out core correlation, relativity and everything a larger basis would add. All HCl numbers here are 6-31G values and are not converged in the basis. In cc-pVTZ the MP2 column becomes −0.203, −0.215, −0.252 and −0.313 Eh, the difference between DCPT2 and MP2 at 4.0 Å goes from 0.028 to 0.024 Eh, and the leading $|V|$ falls from 0.139 to 0.120 Eh at 2.0 Å and from 0.188 to 0.182 Eh at 4.0 Å, while its gap moves by less than 0.01 Eh at these two lengths. Diffuse functions lower the leading $|V|$ at 2.0 Å further, to 0.105 Eh in aug-cc-pVTZ.

At 4.0 Å the leading opposite-spin term has $|V|=0.1883$ Eh and $D=0.2979$ Eh. Its MP2 value is $-0.1883^2/0.2979=-0.119$ Eh, and its root is

$$\tfrac12\left(0.2979-\sqrt{0.2979^2+4(0.1883)^2}\right)=-0.091\ \text{Eh}.$$

Here $2|V|/D=1.26$, so the expansion in powers of $V$ no longer converges for this term, while the root is well defined.

**Q.** But your table says MP2 is closer to full CI at every stretched length. You have made it worse.

**A.** For these geometries, yes. The inequality explains it: DCPT2 never lies below MP2, so wherever MP2 already recovers too little correlation, DCPT2 recovers less. What the construction secures is a finite value of each term when a gap closes, and so a finite energy for a fixed, finite number of terms. It does not secure a finite energy per particle in an extended system without a gap. Take an electron gas at $r_s=4$, with plane-wave orbitals, kinetic orbital energies and the opposite-spin terms up to momentum transfer $k_F$: the DCPT2 energy per electron grows from $-0.043$ to $-0.096$ Eh between cells of 246 and 48810 electrons and stays within $0.0006$ Eh of MP2. It does not secure a better energy at a moderate gap.

**Q.** Why a separate matrix for each excitation? One matrix holding $\Phi_0$ and all the doubles looks more natural.

**A.** Consider $N$ independent electron pairs, each with one excitation of coupling $v>0$ and gap $D$. Put $\Phi_0$ and the $N$ doubles in one matrix, with no coupling among the doubles. With coefficient 1 on $\Phi_0$ and $c_k$ on double $k$, the eigenvalue equations are

$$e=\sum_{k=1}^N v\,c_k,\qquad e\,c_k=v+D\,c_k .$$

The second gives $c_k=v/(e-D)$. Inserting it in the first gives $e(e-D)=Nv^2$, so

$$e=\tfrac12\left(D-\sqrt{D^2+4Nv^2}\right).$$

For large $N$ this grows as $\sqrt N$, although the energy of independent pairs must grow as $N$. With the leading coupling and gap of HCl at 2.0 Å, the energy per pair is $-0.0209$ Eh for one pair and $-0.0101$ Eh for a hundred. The matrix lacks the determinants in which several pairs are excited at once. Separate matrices give $N f(v,D)$, which is additive.

**Q.** That is additive because you declared the pairs independent. Prove it for two real fragments.

**A.** Let neutral closed-shell fragments $A$ and $B$ be a distance $L$ apart. I assume that the Hartree–Fock determinant separates into those of the fragments, that all gaps of the combined system are positive, and that each orbital is localized on one fragment. Where a fragment has degenerate orbitals, I take the same members of each degenerate set as in the isolated fragment. As $L\to\infty$ the orbitals and their energies become those of the isolated fragments. Now sort the integrals $\langle ij|ab\rangle$:

- All four orbitals are on one fragment. The integral and $D$ take their isolated values.
- $i$ and $a$, or $j$ and $b$, are on different fragments. The product $\phi_i^*\phi_a$ or $\phi_j^*\phi_b$ vanishes with the overlap, and the integral with it.
- $i,a$ are on $A$ and $j,b$ on $B$, or the reverse. The integral is the interaction of two charge distributions. Each has zero total charge, since $\phi_i$ is orthogonal to $\phi_a$ and $\phi_j$ to $\phi_b$. The slowest possible decay is that of two dipoles, $L^{-3}$.

The exchange integral $\langle ij|ba\rangle$ is sorted in the same way with $a$ and $b$ interchanged. Hence every $V$ that involves both fragments vanishes. Since $|f|\le|V|$, so does its contribution, even if its gap tends to zero. In a finite basis there are finitely many such terms, and what remains is

$$E_{\rm DCPT2}(AB)\to E_{\rm DCPT2}(A)+E_{\rm DCPT2}(B).$$

**Q.** You slipped in "localized". For two identical molecules, symmetry gives me orbitals spread over both.

**A.** That condition is needed. Let $\phi_A$ and $\phi_B$ be the same orbital on two identical distant fragments. They have equal energies and no Fock coupling in the limit, so $\phi_A,\phi_B$ and $(\phi_A\pm\phi_B)/\sqrt2$ are equally canonical. At finite distance, if a symmetry operation exchanges the fragments, the two diagonal Fock elements stay equal, and any nonzero coupling between $\phi_A$ and $\phi_B$ makes the delocalized pair the eigenvectors. Symmetry can also forbid that coupling: for two water molecules in a $D_{2d}$ arrangement the highest occupied pair stays exactly degenerate, and localized and delocalized choices remain equally canonical.

The effect can be worked out for $N$ identical fragments. Use the orbitals

$$\phi_{i,k}=\frac1{\sqrt N}\sum_{A=1}^{N}e^{2\pi \mathrm{i}kA/N}\phi_{i,A},\qquad k=0,\dots,N-1,$$

where the upright $\mathrm i$ is the imaginary unit, and treat the virtual orbitals likewise. Let $v$ be the coupling for one excitation within a fragment. Only integrals with all four orbitals on the same fragment survive, so the coupling for labels $k_1,k_2\to k_3,k_4$ is

$$\frac{v}{N^2}\sum_{A=1}^N e^{2\pi \mathrm i(k_3+k_4-k_1-k_2)A/N}.$$

The sum is $N$ if $k_1+k_2=k_3+k_4$ modulo $N$, and zero otherwise. Three labels are free, so the original $N$ couplings of size $|v|$ become $N^3$ couplings of size $|v|/N$. The gap $D$ is unchanged. Per fragment,

$$\text{MP2:}\quad -\frac{N^3}{N}\,\frac{|v|^2}{N^2D}=-\frac{|v|^2}{D},\qquad \text{DCPT2:}\quad N^2f\!\left(\frac vN,D\right).$$

MP2 does not notice the change. For DCPT2 the expansion of $f$ gives

$$N^2f\!\left(\frac vN,D\right)=-\frac{|v|^2}{D}+\frac{|v|^4}{N^2D^3}-\dots$$

**Q.** So spreading the orbitals over many fragments removes the correction you introduced.

**A.** Yes, at fixed $D>0$: the energy per fragment tends to MP2 as $N\to\infty$. At $D=0$ the result is worse, because $N^2f(v/N,0)=-N|v|$, and the energy per fragment grows without limit.

For two HCl molecules at 2.0 Å bond length, placed side by side 400 Å apart, I evaluated the integrals of the whole system in both sets of orbitals:

- Twice the DCPT2 energy of one molecule: $-0.131871$ Eh.
- DCPT2 with localized orbitals: $-0.131871$ Eh.
- DCPT2 with delocalized orbitals: $-0.132622$ Eh.
- MP2 with either set: $-0.132884$ Eh.

Delocalization produces an error of $-0.132622+0.131871=-0.00075$ Eh relative to two separate molecules. The largest integral $(ia|jb)$ with $i,a$ on one molecule and $j,b$ on the other is only $9\times10^{-9}$ Eh, so this is no interaction. "DCPT2 is size consistent" is therefore a statement about DCPT2 with localized orbitals, chosen within each degenerate set as in the isolated fragments.

**Q.** Is this a peculiarity of separated fragments, or does the energy depend on the orbitals in general?

**A.** It can occur wherever occupied or virtual orbitals are degenerate. Mixing the orbitals of a degenerate set by a unitary matrix leaves them canonical. Take a group of $m$ couplings that mix among themselves and share one $D$, and set $x_k=|V_k|^2$. The mixing is unitary on the list of couplings, so $X=\sum_kx_k$ is conserved. The MP2 energy of the group, $-X/D$, is conserved with it. The DCPT2 energy is $\sum_kF(x_k)$ with

$$F(x)=\tfrac12\left(D-\sqrt{D^2+4x}\right),$$

$$F'(x)=-\frac1{\sqrt{D^2+4x}},\qquad F''(x)=\frac{2}{(D^2+4x)^{3/2}}>0 .$$

$F$ is strictly convex, so its mean over the $x_k$ is at least its value at their mean: $\sum_kF(x_k)\ge mF(X/m)$. Also $F(0)=0$, and convexity between $0$ and $X$ gives $F(x_k)\le(x_k/X)F(X)$. Summing that over $k$,

$$mF(X/m)\le\sum_kF(x_k)\le F(X).$$

Equal couplings give the lowest energy and a single coupling the highest. These are bounds, and mixing the orbitals need not reach them: in the example that follows $X=2v^2$, and the highest value any mixing gives is $2F(v^2)$, below $F(2v^2)$. A rotation that redistributes $X$ can therefore change the energy.

**Q.** Show me such a rotation inside a single molecule.

**A.** HCl has a degenerate occupied pair $\pi_x,\pi_y$ and a degenerate virtual pair $\pi_x^*,\pi_y^*$ (the star marks a virtual orbital; in 6-31G hydrogen has no $p$ functions, so this pair lies on chlorine and is not antibonding). Turning both pairs by the same angle amounts to turning the molecule about its axis, and changes nothing. Turn only the occupied pair by $\theta$:

$$\pi_x'=\cos\theta\,\pi_x+\sin\theta\,\pi_y,\qquad \pi_y'=-\sin\theta\,\pi_x+\cos\theta\,\pi_y .$$

Consider the excitations in which a spin-up electron goes from $\pi$ to $\pi^*$ and a spin-down electron from an occupied $\sigma$ to a virtual $\sigma^*$ orbital. (Exchanging the two spins gives a second, identical group.) At $\theta=0$ symmetry allows $\pi_x\to\pi_x^*$ and $\pi_y\to\pi_y^*$, both with coupling $v$. After the turn there are four couplings, $v\cos\theta$ twice and $\pm v\sin\theta$. The energy of the group changes from $2F(v^2)$ to

$$2F(v^2\cos^2\theta)+2F(v^2\sin^2\theta).$$

At $45^\circ$ this is $4F(v^2/2)$. To fourth order in $v$ the change is

$$\left(-\frac{2v^2}{D}+\frac{v^4}{D^3}\right)-\left(-\frac{2v^2}{D}+\frac{2v^4}{D^3}\right)=-\frac{v^4}{D^3}.$$

For the highest occupied $\sigma$ and the lowest virtual $\sigma^*$ orbital at 2.0 Å, $|v|=0.0401$ Eh and $D=1.544$ Eh, so the change is $-(0.0401)^4/(1.544)^3=-7\times10^{-7}$ Eh.

Summed over all excitations, the DCPT2 energy is $-0.0659356$ Eh at $0^\circ$, $-0.0659426$ Eh at $30^\circ$ and $-0.0659446$ Eh at $45^\circ$. MP2 stays at $-0.0664418$ Eh. The spread between $0^\circ$ and $45^\circ$ is $9\times10^{-6}$ Eh in 6-31G ($17\times10^{-6}$ Eh in cc-pVDZ, $12\times10^{-6}$ Eh in cc-pVTZ, $7\times10^{-6}$ Eh in aug-cc-pVDZ, $5\times10^{-6}$ Eh in aug-cc-pVTZ). It is small here, but the Hartree–Fock equations do not fix $\theta$, so without a further rule the DCPT2 energy is undetermined by at least that amount.

**Q.** And if no orbitals are degenerate?

**A.** In a closed shell the two spin orbitals of one spatial orbital are always degenerate, so I keep the rule that all spins are quantized along one common axis. If no spatial orbitals are degenerate, the canonical orbitals are then fixed up to phase factors. These multiply $V$ by a phase and leave $|V|$ unchanged, so the energy is unique. A unique energy can still vary sharply when orbitals are nearly degenerate. For two HCl molecules side by side 6 Å apart, in 6-31G with canonical orbitals, DCPT2 lies $0.26$ mEh above MP2 when both bonds are 2.0 Å, $0.91$ mEh above when one bond is longer by 0.001 Å and $1.01$ mEh above when it is longer by 0.01 Å. The two separate molecules give $1.01$ to $1.03$ mEh. If you mix orbitals of different energy, the Fock matrix is no longer diagonal, and the single gap $D$ in each two-by-two matrix loses its meaning. As long as occupied orbitals mix only with occupied ones and virtual with virtual, the determinant is unchanged, and MP2 can be rewritten for such orbitals by solving linear equations for its amplitudes. DCPT2 would need an additional definition.

The dependence has one source. MP2 adds $|V|^2$ at fixed $D$, and unitary mixing conserves that sum. The square root that keeps each term finite is not linear in $|V|^2$, so its sum is not protected.
